# Coulomb and Yukawa coupling of charged dust grains

## Problem

Dust grains float in a low-pressure plasma. Each carries $Z=10000$ excess electrons. The grains are $\Delta=300\ \mu\mathrm{m}$ apart, the plasma screens their charge over $\lambda=100\ \mu\mathrm{m}$, and their random motion has temperature $T=300\ \mathrm{K}$.

1. Find the coupling parameter $\Gamma$ for the bare Coulomb repulsion.
2. Find the coupling parameter $\Gamma_s$ for the screened (Yukawa) repulsion.
3. Is strong coupling expected? If so, is it strong enough for the grains to form a crystal?

Here a coupling parameter is the interaction energy of two grains at distance $\Delta$ divided by $k_BT$. Treat the grains as points with equal, fixed charges. For a three-dimensional cloud of number density $n_d$, take $\Delta=n_d^{-1/3}$.

## Hints

**Hint 1.** The bare energy is the work needed to bring one grain from infinity to a distance $\Delta$ from the other. The sign of the charges drops out, because both are negative.

**Hint 2.** For small potentials, the charge density induced in the plasma is proportional to $-\phi$. Put this into Poisson's equation and try $\phi=f(r)/r$.

**Hint 3.** A ratio of energies tells whether repulsion matters. A crystal also needs each grain to be held near its site, which depends on the curvature of the pair energy. Compare the thermal displacement of a grain with the spacing.

## Full solution

### 1. Bare coupling

The charge of a grain is $-Q$, with

$$Q=Ze=10^4\times1.6022\times10^{-19}\ \mathrm{C}=1.6022\times10^{-15}\ \mathrm{C}.$$

The repulsive force at distance $r$ is $Q^2/(4\pi\varepsilon_0r^2)$. The work done against it is

$$U_C=\int_\Delta^\infty\frac{Q^2}{4\pi\varepsilon_0r^2}\,dr=\frac{Q^2}{4\pi\varepsilon_0}\left[-\frac1r\right]_\Delta^\infty=\frac{Z^2e^2}{4\pi\varepsilon_0\Delta}.$$

With $4\pi\varepsilon_0=1.1127\times10^{-10}\ \mathrm{F/m}$,

$$U_C=\frac{(1.6022\times10^{-15})^2}{(1.1127\times10^{-10})(3.00\times10^{-4})}\ \mathrm{J}=7.69\times10^{-17}\ \mathrm{J}=480\ \mathrm{eV}.$$

The thermal energy is $k_BT=4.142\times10^{-21}\ \mathrm{J}$, so

$$\Gamma=\frac{U_C}{k_BT}=\frac{7.69\times10^{-17}}{4.142\times10^{-21}}=1.86\times10^4.$$

The large value comes from the factor $Z^2=10^8$. Two single electrons at the same distance and temperature would have a coupling of about $2\times10^{-4}$.

### 2. Screened coupling

Let the plasma contain singly charged ions and electrons with unperturbed densities $n_i,n_e$ and temperatures $T_i,T_e$. Around a negative grain the potential is negative, so ions gather and electrons are pushed away. If both species are in thermal equilibrium and $e|\phi|$ is small compared with $k_BT_i$ and $k_BT_e$, the Boltzmann factors can be expanded to first order:

$$\delta n_i=-n_i\frac{e\phi}{k_BT_i},\qquad \delta n_e=+n_e\frac{e\phi}{k_BT_e}.$$

The induced charge density is therefore

$$e(\delta n_i-\delta n_e)=-\left(\frac{n_ie^2}{k_BT_i}+\frac{n_ee^2}{k_BT_e}\right)\phi=-\frac{\varepsilon_0}{\lambda^2}\phi,$$

which defines $\lambda$. Poisson's equation away from the grain, $\nabla^2\phi=-\rho/\varepsilon_0$, becomes $\nabla^2\phi=\phi/\lambda^2$.

For a spherically symmetric potential $\phi=f/r$, the Laplacian is $f''/r$. Hence $f''=f/\lambda^2$, whose solutions are $e^{-r/\lambda}$ and $e^{+r/\lambda}$. The growing one is rejected because $\phi$ must vanish far away. Very close to the point charge there is almost no screening charge inside the sphere of radius $r$, so $\phi$ must approach $-Q/(4\pi\varepsilon_0r)$. This fixes the remaining constant:

$$\phi(r)=-\frac{Q}{4\pi\varepsilon_0r}\,e^{-r/\lambda}.$$

A second grain of charge $-Q$ brings its own cloud. In the linear theory that cloud is spherical about the second grain and exerts no net force on it. The force comes from the potential of the first grain, and the pair energy is

$$U(r)=(-Q)\phi(r)=\frac{Q^2}{4\pi\varepsilon_0r}\,e^{-r/\lambda}.$$

At $r=\Delta$ this is the bare energy times $e^{-\kappa}$, where $\kappa=\Delta/\lambda=300/100=3$. Thus

$$\Gamma_s=\Gamma e^{-\kappa}=18567\times0.04979=924.$$

The corresponding energy is $3.83\times10^{-18}\ \mathrm{J}=23.9\ \mathrm{eV}$. Screening removes 95% of the pair energy, yet what is left is still hundreds of times $k_BT$.

### 3. Is the coupling strong?

Yes. Strong coupling means that the interaction energy of neighbours is well above the thermal energy, and $\Gamma_s\approx920\gg1$. The bare $\Gamma$ alone would not settle the question, since a shorter screening length could make $\Gamma_s$ small at the same $\Gamma$.

The numbers depend on the choice of length. A common alternative to $\Delta$ is the Wigner-Seitz radius, the radius of a sphere whose volume is that available to one grain:

$$\frac{4\pi}{3}a^3=\Delta^3\quad\Rightarrow\quad a=\left(\frac{3}{4\pi}\right)^{1/3}\Delta=186\ \mu\mathrm{m}.$$

The bare parameter becomes $\Gamma\Delta/a=2.99\times10^4$, and the screened one, with $a/\lambda=1.86$, becomes $4.65\times10^3$. The second changes by a factor of five: 1.6 from the factor $1/r$ and $e^{3-1.86}\approx3.1$ from the exponential, both now evaluated at a shorter distance. The physical state is the same, so a threshold must be used with the convention for which it was stated.

### 4. Is a crystal expected?

To see how firmly a grain is held, differentiate the pair energy. Write $U=C e^{-r/\lambda}/r$ with $C=Q^2/(4\pi\varepsilon_0)$. Then

$$U'=-Ce^{-r/\lambda}\left(\frac{1}{\lambda r}+\frac1{r^2}\right),$$

$$U''=Ce^{-r/\lambda}\left(\frac{1}{\lambda^2r}+\frac{1}{\lambda r^2}\right)+Ce^{-r/\lambda}\left(\frac{1}{\lambda r^2}+\frac{2}{r^3}\right).$$

Collect terms, set $r=\Delta$, and replace $1/\lambda$ by $\kappa/\Delta$:

$$U''(\Delta)=\frac{Ce^{-\kappa}}{\Delta^3}(\kappa^2+2\kappa+2)=\frac{2k_BT}{\Delta^2}\,\Gamma^*,\qquad \Gamma^*=\Gamma\left(1+\kappa+\frac{\kappa^2}{2}\right)e^{-\kappa}.$$

The last step uses $C/\Delta=\Gamma k_BT$. For this problem the bracket is $1+3+4.5=8.5$, so

$$\Gamma^*=8.5\times924.4=7.86\times10^3.$$

Screening lowers the curvature less than the energy, because the exponential makes the remaining repulsion steeper. For small $\kappa$ the factor multiplying $\Gamma$ is $1-\kappa^3/6$ to leading order, so weak screening hardly changes the stiffness. For large $\kappa$ the exponential wins and both $\Gamma_s$ and $\Gamma^*$ vanish.

Now let a grain move by $x$ along the line between two neighbours fixed at distance $\Delta$ on either side. The terms linear in $x$ cancel:

$$U(\Delta+x)+U(\Delta-x)\approx2U(\Delta)+U''(\Delta)x^2.$$

This is a spring energy $\tfrac12Kx^2$ with $K=2U''(\Delta)$. Equipartition, $\tfrac12K\langle x^2\rangle=\tfrac12k_BT$, gives

$$\langle x^2\rangle=\frac{k_BT}{2U''(\Delta)}=\frac{\Delta^2}{4\Gamma^*},\qquad \sqrt{\langle x^2\rangle}=\frac{300\ \mu\mathrm{m}}{2\sqrt{7857}}=1.69\ \mu\mathrm{m}.$$

The motion covers about 0.6% of the spacing. A numerical Boltzmann average over the full energy $U(\Delta+x)+U(\Delta-x)$ gives the same 1.69 µm, so the spring approximation is good here.

Two neighbours on a line do not hold a grain sideways, and real neighbours move too. Summing the thermal motion of all normal modes of a face-centred cubic Yukawa lattice, numerically and with the same density, includes both effects. The root-mean-square displacement in three dimensions is then 1.6% of the nearest-neighbour distance. The lattice is stable against small displacements, and its thermal motion is slight.

For the melting point itself there is an empirical rule, fitted to simulations of three-dimensional Yukawa systems at moderate $\kappa$: the crystal melts near $\Gamma^*=106$, in the present convention for $\Delta$. The grains exceed this value by a factor

$$\frac{7857}{106}=74.$$

A crystal is therefore expected within this model. At fixed charge, spacing and screening length, $\Gamma^*\propto1/T$, so the rule puts melting at $74.1\times300\ \mathrm{K}\approx2.2\times10^4\ \mathrm{K}$, or 1.9 eV.

A small Monte Carlo simulation shows what this means at $\kappa=3$. It follows 108 grains in a periodic box, starting from the face-centred cubic crystal, with the pair energy cut off at half the box width. Crystal order is measured by $|\langle e^{i\mathbf G\cdot\mathbf r}\rangle|^2$, where the average runs over the grains and $\mathbf G$ is a reciprocal-lattice vector. It equals 1 for a perfect crystal and is near zero for a liquid.

| Grain temperature | Crystal order |
|---|---|
| 300 K | 0.995 |
| half the melting estimate | 0.8 to 0.9 |
| four times the melting estimate | 0.014 |

The order survives in the first two runs and is lost in the third. Such short runs bracket the loss of order but do not locate the melting point, since a crystal can persist for a while above it. The face-centred cubic lattice has the lower energy at $\kappa=3$ and is favoured at 300 K. Closer to melting, a harmonic estimate of the free energy favours the body-centred cubic lattice, so the warmer runs start from a structure that is probably not the stable one.

### 5. How the model compares with a real discharge

Micrometre-sized grains in low-pressure radio-frequency discharges often carry thousands to tens of thousands of electrons and sit a few hundred micrometres apart, so the given values are typical in a rough sense. For a grain radius $R=3.5\ \mu\mathrm{m}$, chosen as a plausible size, the surface potential has magnitude $Q/(4\pi\varepsilon_0R)=4.1\ \mathrm{V}$, reasonable for electrons of a few eV. If the charge fluctuates by $0.5\sqrt Z=50$ electrons, a usual rough estimate, $Z$ changes by 0.5% and $\Gamma\propto Z^2$ by 1%. Linear screening is a doubtful assumption here. With ions at 300 K, the formula for $\phi$ gives $e|\phi|/k_BT_i=0.09$ at the neighbour's position, but 2.05 at $r=\lambda$; the ratio passes 1 at 139 µm. The linear theory thus fails close to the grain. Farther out the Yukawa form can still hold, but with an effective charge different from $Q$. It lies below $Q$ if ions fill the bound orbits around the grain, as in thermal equilibrium. It can lie above $Q$ if they do not. Since both parameters scale as charge squared, the effective charge would have to fall by a factor $\sqrt{74}\approx8.6$ to reach the melting rule, and by $\sqrt{924}\approx30$ to bring $\Gamma_s$ to 1. The first of these is not a safe margin. If ions at 300 K followed the full Boltzmann factor right up to the surface of the 3.5 µm grain, with electrons at 2 eV and the same $\lambda$, the nonlinear equation would give a fall by about 15, and the crystal would melt. A real grain absorbs the ions that reach it, which limits this build-up. In the opposite extreme, collisionless ions occupy no bound orbits. With $\psi=e|\phi|/k_BT_i$ and absorption neglected, their density relative to the far value is $e^{\psi}\operatorname{erfc}\sqrt\psi+2\sqrt{\psi/\pi}$, which is less than the linear $1+\psi$. Screening is then weaker, and the effective charge comes out near $2.4\,Q$. The verdict for a real cloud therefore depends on the effective charge, which this model does not supply.

Gravity matters as well. With a density of $1500\ \mathrm{kg/m^3}$, a grain weighs $2.64\times10^{-12}\ \mathrm{N}$. Lifting it by one spacing costs $1.9\times10^5\,k_BT$, ten times the bare pair energy. The grain floats because an electric field supports it:

$$E=\frac{Mg}{Q}=\frac{2.64\times10^{-12}\ \mathrm{N}}{1.602\times10^{-15}\ \mathrm{C}}=1.65\times10^3\ \mathrm{V/m}=16.5\ \mathrm{V/cm}.$$

Fields of this size occur in the sheath above an electrode. There the field varies with height, and the grains often settle in one or a few layers. A flat layer has a different melting threshold from the three-dimensional rule used above. Ions streaming through the sheath also make the interaction directional and can heat the grains; neither effect is in this model.

## Variation 1: a neutral cloud with room-temperature ions

**Question.** The same grains fill a three-dimensional cloud that is neutral on average. The ions are singly charged, with a temperature of 300 K, and linear screening with the full grain charge is assumed to hold. Can $\lambda$ still be 100 µm, and does the verdict change?

**Solution.** Neutrality requires $n_i=n_e+Zn_d$, so the ion density cannot be less than

$$Zn_d=\frac{Z}{\Delta^3}=\frac{10^4}{(3.00\times10^{-4}\ \mathrm{m})^3}=3.70\times10^{14}\ \mathrm{m^{-3}}=3.70\times10^8\ \mathrm{cm^{-3}}.$$

Both terms in the definition of $1/\lambda^2$ are positive. Dropping the electron term and using the least ion density gives an upper bound:

$$\lambda\le\sqrt{\frac{\varepsilon_0k_BT_i}{Zn_de^2}}=62\ \mu\mathrm{m}.$$

The stated 100 µm is therefore impossible under these conditions. Because the bound grows as $\sqrt{T_i}$, it would need ions of at least $300\,(100/62.1)^2\approx780\ \mathrm{K}$. In a sheath, where ions are accelerated, or around a thin layer, where the grains need not be neutralized within their own volume, this bound does not apply.

At the longest allowed length, $\kappa=300/62.1=4.83$. Then

$$\Gamma_s=18567\,e^{-4.83}\approx148,\qquad \Gamma^*\approx148\,(1+4.83+11.7)\approx2.6\times10^3.$$

Within linear screening, coupling is still strong at this limit, and $\Gamma^*$ is still well above 106. The assumption matters: ions in full Boltzmann equilibrium would crowd around the grains, leaving a smaller effective charge and a longer screening length. For grains of radius 3.5 µm this would bring $\Gamma^*$ down to about the melting value, so the crystal would be in doubt. In the linear theory the values above are the largest the cloud can have: more ions, together with the electrons that balance them, shorten $\lambda$ and reduce both.

## Variation 2: where strong coupling ends

**Question.** Starting from the original data, change one quantity at a time. At what grain temperature, and at what screening length, does $\Gamma_s$ fall to 1?

**Solution.** With charge, spacing and $\lambda$ fixed, $\Gamma_s\propto1/T$. It reaches 1 at

$$T=924.4\times300\ \mathrm{K}=2.8\times10^5\ \mathrm{K},$$

where $k_BT$ equals the screened pair energy, 23.9 eV. This is far above the melting estimate of $2.2\times10^4\ \mathrm{K}$. Between the two temperatures the model describes a liquid whose grains still repel their neighbours with more than the thermal energy. Losing the crystal is not the same as losing strong coupling.

With $T=300\ \mathrm{K}$ and the charge and spacing fixed, set $\Gamma e^{-\Delta/\lambda}=1$ and take the logarithm:

$$\frac{\Delta}{\lambda}=\ln\Gamma=9.83,\qquad \lambda=\frac{300\ \mu\mathrm{m}}{9.83}=30.5\ \mu\mathrm{m}.$$

A factor of about three in $\lambda$ thus removes a factor of 924 in $\Gamma_s$. At this point the stiffness parameter is $\Gamma^*=1+9.83+48.3\approx59$, so a grain still feels a steep repulsion when it approaches a neighbour, although the energy at the mean spacing is only $k_BT$. The melting rule should not be trusted at such large $\kappa$.

This limit is within reach of real plasmas. For ions at 300 K, with electron screening neglected, $\lambda\propto n_i^{-1/2}$. The result of Variation 1 then gives

$$n_i=3.70\times10^8\left(\frac{62.1}{30.5}\right)^2\ \mathrm{cm^{-3}}\approx1.5\times10^9\ \mathrm{cm^{-3}},$$

an ordinary density for a low-pressure discharge. Within the Yukawa model, the verdict for the original grains holds for the stated $\lambda=100\ \mu\mathrm{m}$, but a large $Z$ by itself does not guarantee it. The screening length has to be known for the place where the grains float.
